# Elmore delay of a uniform distributed RC line: a program that tests the result

```python
"""
Elmore delay of a uniform distributed RC line.

Result under test: for a line of total resistance R and total capacitance C,
driven by an ideal unit voltage step and open at its far end, the first moment
of dv/dt at the far end is R*C/2. A ladder of N equal sections (resistor R/N,
then capacitor C/N to ground) gives (R*C/2)*(1 + 1/N).

Symbols: v = node voltage for a unit step, error = 1 - v,
T = Elmore delay = integral of t*(dv/dt) over all positive times.
The circuit side is always built from Kirchhoff's current law.
"""
import numpy as np
from scipy.integrate import simpson
from scipy.optimize import brentq


def conductance_matrix(res):
    """Node conductances of a ladder whose first resistor meets the source."""
    n = len(res)
    g = np.zeros((n, n))
    for k in range(n):
        y = 1.0 / res[k]
        g[k, k] += y
        if k > 0:
            g[k - 1, k - 1] += y
            g[k - 1, k] -= y
            g[k, k - 1] -= y
    return g


def modes(res, cap, node=-1):
    """Rates and amplitudes with 1 - v(t) = sum(amp * exp(-rate * t))."""
    root = np.sqrt(np.asarray(cap, dtype=float))
    sym = conductance_matrix(res) / np.outer(root, root)
    rate, vec = np.linalg.eigh(sym)
    amp = vec[node] * (vec.T @ root) / root[node]
    return rate, amp


def elmore_by_quadrature(res, cap, node=-1):
    """First moment of dv/dt by time quadrature; also checks its sign and area."""
    rate, amp = modes(res, cap, node)
    scale = np.sum(res) * np.sum(cap)
    t = np.linspace(0.0, 30.0 * scale, 60001)
    slope = np.exp(-np.outer(t, rate)) @ (amp * rate)
    assert slope.min() * scale > -1e-8, "step response must not fall"
    if node == -1:
        assert abs(simpson(slope, x=t) - 1.0) < 1e-6
    return simpson(t * slope, x=t)


def pi_ladder(total_r, total_c, n):
    """Sections with half the capacitance at each end; source half is inert."""
    cap = np.full(n, total_c / n)
    cap[-1] *= 0.5
    return np.full(n, total_r / n), cap


def far_end_voltage(tau):
    """Series for the continuous line, tau = t/(R*C)."""
    m = np.arange(60)
    odd = 2 * m + 1
    terms = 4 * (-1.0) ** m / (odd * np.pi) * np.exp(-(odd * np.pi) ** 2 * tau / 4)
    return 1.0 - terms.sum()


# A non-uniform ladder: resistance times downstream capacitance, summed
res3 = np.array([3.0, 1.0, 2.0])   # kilo-ohm
cap3 = np.array([1.0, 2.0, 1.0])   # picofarad
t3_circuit = elmore_by_quadrature(res3, cap3)
t3_formula = sum(res3[k] * cap3[k:].sum() for k in range(3))
assert abs(t3_circuit / t3_formula - 1) < 1e-6
print("Non-uniform ladder, resistors (kohm):", *res3)
print("Non-uniform ladder, capacitors (pF):", *cap3)
print(f"  Elmore delay from circuit equations: {t3_circuit:.4f} ns")
print(f"  Elmore delay from downstream sum:    {t3_formula:.4f} ns")

# Uniform ladders with R*C = 1
print("Uniform ladder: N, T/(RC) from circuit, T/(RC) from formula")
for n in (1, 2, 5, 10, 50):
    measured = elmore_by_quadrature(np.full(n, 1 / n), np.full(n, 1 / n))
    predicted = 0.5 * (1 + 1 / n)
    assert abs(measured - predicted) < 1e-6
    print(f"  {n:3d}  {measured:.5f}  {predicted:.5f}")

# Capacitance split between section ends: one half for every N
print("Pi sections: N, T/(RC) from circuit")
for n in (1, 2, 10):
    measured = elmore_by_quadrature(*pi_ladder(1.0, 1.0, n))
    assert abs(measured - 0.5) < 1e-6
    print(f"  {n:3d}  {measured:.5f}")

# Delay profile along the line
print("Profile: x/L, T(x)/(RC) from circuit, from formula")
for j in (10, 20, 30, 40):
    x = j / 40
    measured = elmore_by_quadrature(*pi_ladder(1.0, 1.0, 40), node=j - 1)
    predicted = x - x ** 2 / 2
    assert abs(measured - predicted) < 1e-5
    print(f"  {x:.2f}  {measured:.5f}  {predicted:.5f}")

# Continuous-line series against a fine ladder
rate, amp = modes(*pi_ladder(1.0, 1.0, 200))
for tau in (0.05, 0.1, 0.3, 0.5, 1.0, 2.0):
    ladder_v = 1.0 - np.sum(amp * np.exp(-rate * tau))
    assert abs(ladder_v - far_end_voltage(tau)) < 1e-4
half_tau = brentq(lambda tau: far_end_voltage(tau) - 0.5, 0.05, 2.0)
ladder_half = brentq(lambda tau: np.sum(amp * np.exp(-rate * tau)) - 0.5, 0.05, 2.0)
assert abs(half_tau - ladder_half) < 1e-4
assert half_tau < 0.5
print(f"Half-swing time / (RC): {half_tau:.4f}")
print(f"Half-swing time / Elmore delay: {half_tau / 0.5:.4f}")
print(f"Far-end voltage at t = RC/2: {far_end_voltage(0.5):.4f} of the step")

# Worked example: chosen round parameters, SI units
resistivity = 4e-8       # ohm m
width = 50e-9            # m
thickness = 100e-9       # m
length = 1e-3            # m
cap_per_length = 200e-12  # F/m
r_per_length = resistivity / (width * thickness)
R = r_per_length * length
C = cap_per_length * length
elmore = R * C / 2
wire_circuit = elmore_by_quadrature(*pi_ladder(R, C, 50))
assert abs(wire_circuit / elmore - 1) < 1e-5

# Half-length wire, then two of them joined by an ideal unity-gain buffer.
# Errors obey d(error)/dt = -M error, so their time integral solves M y = 1.
n = 50
res_h, cap_h = pi_ladder(r_per_length * length / 2, cap_per_length * length / 2, n)
M_half = conductance_matrix(res_h) / cap_h[:, None]
half_wire = np.linalg.solve(M_half, np.ones(n))[-1]
M_pair = np.zeros((2 * n, 2 * n))
M_pair[:n, :n] = M_half
M_pair[n:, n:] = M_half
M_pair[n, n - 1] = -1.0 / (res_h[0] * cap_h[0])
buffered = np.linalg.solve(M_pair, np.ones(2 * n))[-1]
assert abs(half_wire / (R * C / 8) - 1) < 1e-6
assert abs(buffered / (R * C / 4) - 1) < 1e-6

print("Model wire:")
print(f"  resistivity: {resistivity:.1e} ohm m")
print(f"  width: {width * 1e9:.0f} nm, thickness: {thickness * 1e9:.0f} nm")
print(f"  length: {length * 1e3:.1f} mm")
print(f"  capacitance per length: {cap_per_length * 1e12:.0f} pF/m")
print(f"  resistance per length: {r_per_length:.3e} ohm/m")
print(f"  total resistance R: {R:.1f} ohm")
print(f"  total capacitance C: {C * 1e12:.3f} pF")
print(f"  product RC: {R * C * 1e12:.1f} ps")
print(f"  Elmore delay RC/2: {elmore * 1e12:.1f} ps")
print(f"  Elmore delay from circuit equations: {wire_circuit * 1e12:.1f} ps")
print(f"  half-swing time: {half_tau * R * C * 1e12:.1f} ps")
print(f"  Elmore delay of half the length: {half_wire * 1e12:.1f} ps")
print(f"  two halves with ideal buffer: {buffered * 1e12:.1f} ps")

print("all good")
```

It prints:

```
Non-uniform ladder, resistors (kohm): 3.0 1.0 2.0
Non-uniform ladder, capacitors (pF): 1.0 2.0 1.0
  Elmore delay from circuit equations: 17.0000 ns
  Elmore delay from downstream sum:    17.0000 ns
Uniform ladder: N, T/(RC) from circuit, T/(RC) from formula
    1  1.00000  1.00000
    2  0.75000  0.75000
    5  0.60000  0.60000
   10  0.55000  0.55000
   50  0.51000  0.51000
Pi sections: N, T/(RC) from circuit
    1  0.50000
    2  0.50000
   10  0.50000
Profile: x/L, T(x)/(RC) from circuit, from formula
  0.25  0.21875  0.21875
  0.50  0.37500  0.37500
  0.75  0.46875  0.46875
  1.00  0.50000  0.50000
Half-swing time / (RC): 0.3787
Half-swing time / Elmore delay: 0.7575
Far-end voltage at t = RC/2: 0.6292 of the step
Model wire:
  resistivity: 4.0e-08 ohm m
  width: 50 nm, thickness: 100 nm
  length: 1.0 mm
  capacitance per length: 200 pF/m
  resistance per length: 8.000e+06 ohm/m
  total resistance R: 8000.0 ohm
  total capacitance C: 0.200 pF
  product RC: 1600.0 ps
  Elmore delay RC/2: 800.0 ps
  Elmore delay from circuit equations: 800.0 ps
  half-swing time: 606.0 ps
  Elmore delay of half the length: 200.0 ps
  two halves with ideal buffer: 400.0 ps
all good
```
